# Ion doses on a fin's top and sidewall in tilted implantation: verification in Python

```python
"""
Result under test: a parallel ion beam tilted by theta from the wafer normal,
across a long fin, gives incident areal doses F*sin(theta) on the exposed
vertical sidewall and F*cos(theta) on the top. Their ratio is tan(theta).

F      : ions per unit area normal to the beam
twist  : horizontal beam angle away from the perpendicular to the fin
taper  : lean of the sidewall from vertical, base wider than top
Lengths are in nm. The x axis crosses the fins, y runs along them, z is up.
Rays are traced to their first hit, without using any dose formula.
Stopping points are sampled separately to estimate losses after entry.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.special import erfc

WIDTH, HEIGHT, PITCH = 10.0, 40.0, 40.0
GAP = PITCH - WIDTH
STRIP = 20.0                 # counted length along the fin
TILT = 20.0                  # degrees
FLUENCE_CM2 = 1.0e15
RANGE, STRAGGLE_LONG, STRAGGLE_TRANS = 5.0, 2.0, 1.5
LEFT, RIGHT, TOP, BOTTOM, FLOOR = range(5)
rng = np.random.default_rng(12345)


def trace(tilt, twist=0.0, taper=0.0):
    """Return first-hit points, fin numbers, faces and rays per nm^2."""
    th, ph, al = np.radians([tilt, twist, taper])
    beam = np.array([np.sin(th)*np.cos(ph),
                     np.sin(th)*np.sin(ph), -np.cos(th)])
    across1 = np.array([np.cos(th)*np.cos(ph),
                        np.cos(th)*np.sin(ph), np.sin(th)])
    across2 = np.array([-np.sin(ph), np.cos(ph), 0.0])
    n, half = 1000, 45.0
    i, j = np.meshgrid(np.arange(n), np.arange(n), indexing="ij")
    a = (2*(i.ravel() + rng.random(n*n))/n - 1)*half
    b = (2*(j.ravel() + rng.random(n*n))/n - 1)*half
    centre = np.array([WIDTH/2, STRIP/2, HEIGHT/2])
    start = (centre - 500*beam + a[:, None]*across1
             + b[:, None]*across2)

    normals = np.array([[-np.cos(al), 0, np.sin(al)],
                        [np.cos(al), 0, np.sin(al)],
                        [0, 0, 1], [0, 0, -1]])
    anchors = np.array([[0, 0, HEIGHT], [WIDTH, 0, HEIGHT],
                        [0, 0, HEIGHT], [0, 0, 0]])
    first = -start[:, 2]/beam[2]
    face = np.full(n*n, FLOOR)
    fin = np.full(n*n, 99)
    for number in (-1, 0, 1):
        shift = np.array([number*PITCH, 0, 0])
        enter = np.full(n*n, -np.inf)
        leave = np.full(n*n, np.inf)
        entry_face = np.full(n*n, FLOOR)
        for k in range(4):
            slope = normals[k] @ beam
            assert abs(slope) > 1e-12
            distance = (normals[k] @ (anchors[k] + shift)
                        - start @ normals[k])/slope
            if slope < 0:
                later = distance > enter
                enter[later] = distance[later]
                entry_face[later] = k
            else:
                leave = np.minimum(leave, distance)
        hit = (enter < leave) & (enter < first)
        first[hit] = enter[hit]
        face[hit] = entry_face[hit]
        fin[hit] = number
    points = start + first[:, None]*beam
    return points, fin, face, n*n/(2*half)**2


def central_doses(tilt, twist=0.0, taper=0.0):
    """Traced doses on left wall and top of central fin, divided by F."""
    points, fin, face, density = trace(tilt, twist, taper)
    counted = (fin == 0) & (points[:, 1] >= 0) & (points[:, 1] < STRIP)
    wall_area = STRIP*HEIGHT/np.cos(np.radians(taper))
    wall = np.sum(counted & (face == LEFT))/(density*wall_area)
    top = np.sum(counted & (face == TOP))/(density*STRIP*WIDTH)
    return wall, top


def general_ratio(tilt, twist=0.0, taper=0.0):
    th, ph, al = np.radians([tilt, twist, taper])
    return np.tan(th)*np.cos(ph)*np.cos(al) + np.sin(al)


def outside_fraction(incidence):
    """Gaussian stopping points outside a plane; incidence in radians."""
    mean = RANGE*np.cos(incidence)
    sigma = np.hypot(STRAGGLE_LONG*np.cos(incidence),
                     STRAGGLE_TRANS*np.sin(incidence))
    return 0.5*erfc(mean/(np.sqrt(2)*sigma))


# Doses and ratios. Stratified sampling errors are well below 0.5 percent.
theta = np.radians(TILT)
traced = {}
for angle in (10.0, TILT, 35.0):
    wall, top = central_doses(angle)
    traced[angle] = wall/top
    assert abs(wall/np.sin(np.radians(angle)) - 1) < 0.005
    assert abs(top/np.cos(np.radians(angle)) - 1) < 0.005
    assert abs(wall/top/np.tan(np.radians(angle)) - 1) < 0.005
for case in ((20, 30, 0), (20, 0, 3), (35, 30, 5)):
    wall, top = central_doses(*case)
    assert abs(wall/top/general_ratio(*case) - 1) < 0.005

# Ion conservation over one pitch, and the floor's loss to the sidewall.
points, fin, face, density = trace(TILT)
strip = (points[:, 1] >= 0) & (points[:, 1] < STRIP)
on_fin = strip & (fin == 0)
on_floor = (strip & (face == FLOOR) & (points[:, 0] >= -GAP)
            & (points[:, 0] < 0))
wall_number = np.sum(on_fin & (face == LEFT))/(density*STRIP)
top_number = np.sum(on_fin & (face == TOP))/(density*STRIP)
floor_number = np.sum(on_floor)/(density*STRIP)
total = wall_number + top_number + floor_number
assert abs(total/(PITCH*np.cos(theta)) - 1) < 0.005
floor_loss = GAP*np.cos(theta) - floor_number
assert abs(floor_loss/wall_number - 1) < 0.01
assert abs(wall_number/top_number/(HEIGHT/WIDTH*np.tan(theta)) - 1) < 0.005

# Shadow boundary, including a nonzero twist.
shadow_tilt, shadow_twist = 50.0, 25.0
points, fin, face, density = trace(shadow_tilt, shadow_twist)
lit = (fin == 0) & (face == LEFT)
traced_depth = HEIGHT - points[lit, 2].min()
shadow_depth = GAP/(np.tan(np.radians(shadow_tilt))
                    * np.cos(np.radians(shadow_twist)))
assert abs(traced_depth - shadow_depth) < 0.15  # finite ray spacing

# Two equal implants from opposite sides.
wall_a, top_a = central_doses(TILT, 0)
wall_b, top_b = central_doses(TILT, 180)
two_way = (wall_a + wall_b)/(top_a + top_b)
assert abs(two_way/(np.tan(theta)/2) - 1) < 0.005

# Three-dimensional stopping points measured from the entry point.
samples = 1_000_000
along = rng.normal(RANGE, STRAGGLE_LONG, samples)
transverse = rng.normal(0, STRAGGLE_TRANS, samples)
x_stop = along*np.sin(theta) + transverse*np.cos(theta)
z_stop = -along*np.cos(theta) + transverse*np.sin(theta)
side_loss = outside_fraction(np.pi/2 - theta)
top_loss = outside_fraction(theta)
sampled_side_loss = np.mean(x_stop < 0)
sampled_top_loss = np.mean(z_stop > 0)
assert abs(sampled_side_loss - side_loss) < 0.002
assert abs(sampled_top_loss - top_loss) < 0.001
x_from_top = rng.uniform(0, WIDTH, samples) + x_stop
top_side_exit = np.mean((z_stop <= 0)
                        & ((x_from_top < 0) | (x_from_top > WIDTH)))
far_side_exit = np.mean(x_stop > WIDTH)
retained_ratio = np.tan(theta)*(1-side_loss)/(1-top_loss)

# Worked values and sensitivity to geometry.
top_dose = FLUENCE_CM2*np.cos(theta)
side_dose = FLUENCE_CM2*np.sin(theta)
top_ions = top_dose*1e-14*WIDTH
side_ions = side_dose*1e-14*HEIGHT
ratio = side_dose/top_dose
lattice_nm = physical_constants["lattice parameter of silicon"][0]*1e9
silicon_density = 8/lattice_nm**3
recession = side_dose*1e-14/silicon_density
max_tilt = np.degrees(np.arctan(GAP/HEIGHT))

print(f"Fin width: {WIDTH:.1f} nm")
print(f"Fin height: {HEIGHT:.1f} nm")
print(f"Fin pitch: {PITCH:.1f} nm")
print(f"Gap between fins: {GAP:.1f} nm")
print(f"Beam tilt: {TILT:.1f} degrees")
print(f"Fluence normal to beam: {FLUENCE_CM2:.3e} cm^-2")
print(f"Incident top dose: {top_dose:.3e} cm^-2")
print(f"Incident sidewall dose: {side_dose:.3e} cm^-2")
print(f"Sidewall/top dose ratio, formula: {ratio:.4f}")
print(f"Sidewall/top dose ratio, ray tracing: {traced[TILT]:.4f}")
print(f"Ray-traced ratio at 10 degrees: {traced[10.0]:.4f}")
print(f"Tangent of 10 degrees: {np.tan(np.radians(10)):.4f}")
print(f"Ray-traced ratio at 35 degrees: {traced[35.0]:.4f}")
print(f"Tangent of 35 degrees: {np.tan(np.radians(35)):.4f}")
print(f"Ions on top per nm of fin: {top_ions:.1f} nm^-1")
print(f"Ions on sidewall per nm of fin: {side_ions:.1f} nm^-1")
print(f"Sidewall/top ratio of ion numbers: {side_ions/top_ions:.3f}")
print(f"Traced total / expected total per pitch: "
      f"{total/(PITCH*np.cos(theta)):.5f}")
print(f"Floor width shadowed by fin: {HEIGHT*np.tan(theta):.2f} nm")
print(f"Largest tilt for full exposure: {max_tilt:.2f} degrees")
print(f"Shadow test tilt: {shadow_tilt:.1f} degrees")
print(f"Shadow test twist: {shadow_twist:.1f} degrees")
print(f"Exposed depth in shadow test, formula: {shadow_depth:.2f} nm")
print(f"Exposed depth in shadow test, traced: {traced_depth:.2f} nm")
print(f"Two-sided implant ratio, formula: {ratio/2:.4f}")
print(f"Two-sided implant ratio, traced: {two_way:.4f}")
print(f"Largest fully exposed two-sided ratio: {GAP/(2*HEIGHT):.4f}")
print(f"Rough projected range: {RANGE:.1f} nm")
print(f"Rough longitudinal straggle: {STRAGGLE_LONG:.1f} nm")
print(f"Rough transverse straggle: {STRAGGLE_TRANS:.1f} nm")
print(f"Sidewall backscatter estimate, formula: {100*side_loss:.2f} %")
print(f"Sidewall backscatter estimate, sampled: "
      f"{100*sampled_side_loss:.2f} %")
print(f"Top backscatter estimate, formula: {100*top_loss:.2f} %")
print(f"Top backscatter estimate, sampled: {100*sampled_top_loss:.2f} %")
print(f"Dose ratio after estimated backscatter: {retained_ratio:.4f}")
print(f"Top-entering ions ending beyond fin sides: "
      f"{100*top_side_exit:.1f} %")
print(f"Sidewall-entering ions ending beyond far wall: "
      f"{100*far_side_exit:.4f} %")
print(f"Dose ratio with 3 degree taper: {general_ratio(TILT, 0, 3):.4f}")
print(f"Ratio change from 3 degree taper: "
      f"{100*(general_ratio(TILT, 0, 3)/ratio-1):.1f} %")
print(f"Ratio change from +1 degree tilt: "
      f"{100*(general_ratio(TILT+1)/ratio-1):.1f} %")
print(f"Ratio change from 10 degree twist: "
      f"{100*(general_ratio(TILT, 10)/ratio-1):.1f} %")
print(f"Silicon atomic density: {silicon_density:.2f} nm^-3")
print(f"Sidewall recession per unit sputter yield: {recession:.3f} nm")
print("ALL CHECKS PASSED")
```

It prints:

```
Fin width: 10.0 nm
Fin height: 40.0 nm
Fin pitch: 40.0 nm
Gap between fins: 30.0 nm
Beam tilt: 20.0 degrees
Fluence normal to beam: 1.000e+15 cm^-2
Incident top dose: 9.397e+14 cm^-2
Incident sidewall dose: 3.420e+14 cm^-2
Sidewall/top dose ratio, formula: 0.3640
Sidewall/top dose ratio, ray tracing: 0.3643
Ray-traced ratio at 10 degrees: 0.1765
Tangent of 10 degrees: 0.1763
Ray-traced ratio at 35 degrees: 0.7005
Tangent of 35 degrees: 0.7002
Ions on top per nm of fin: 94.0 nm^-1
Ions on sidewall per nm of fin: 136.8 nm^-1
Sidewall/top ratio of ion numbers: 1.456
Traced total / expected total per pitch: 0.99993
Floor width shadowed by fin: 14.56 nm
Largest tilt for full exposure: 36.87 degrees
Shadow test tilt: 50.0 degrees
Shadow test twist: 25.0 degrees
Exposed depth in shadow test, formula: 27.78 nm
Exposed depth in shadow test, traced: 27.78 nm
Two-sided implant ratio, formula: 0.1820
Two-sided implant ratio, traced: 0.1820
Largest fully exposed two-sided ratio: 0.3750
Rough projected range: 5.0 nm
Rough longitudinal straggle: 2.0 nm
Rough transverse straggle: 1.5 nm
Sidewall backscatter estimate, formula: 13.75 %
Sidewall backscatter estimate, sampled: 13.67 %
Top backscatter estimate, formula: 0.79 %
Top backscatter estimate, sampled: 0.80 %
Dose ratio after estimated backscatter: 0.3164
Top-entering ions ending beyond fin sides: 19.2 %
Sidewall-entering ions ending beyond far wall: 0.0000 %
Dose ratio with 3 degree taper: 0.4158
Ratio change from 3 degree taper: 14.2 %
Ratio change from +1 degree tilt: 5.5 %
Ratio change from 10 degree twist: -1.5 %
Silicon atomic density: 49.94 nm^-3
Sidewall recession per unit sputter yield: 0.068 nm
ALL CHECKS PASSED
```
